# Rotation matrices d^j(β) as Fourier sums over fixed quarter turns

## A.1 Spin one half

For spin one half, a rotation by an angle \(\beta\) about the y axis has the matrix

\[
d^{1/2}(\beta)=\begin{pmatrix}\cos\frac{\beta}{2}&-\sin\frac{\beta}{2}\\[2pt] \sin\frac{\beta}{2}&\cos\frac{\beta}{2}\end{pmatrix},
\qquad
\Delta\equiv d^{1/2}(\pi/2)=\frac{1}{\sqrt2}\begin{pmatrix}1&-1\\1&1\end{pmatrix},
\]

with rows and columns in the order \(+\frac12,-\frac12\). Multiply the upper row of \(\Delta\) by itself, entry by entry, and attach a phase \(e^{-ik\beta}\) to column \(k=\pm\frac12\):

\[
\tfrac12e^{-i\beta/2}+\tfrac12e^{i\beta/2}=\cos\tfrac{\beta}{2}.
\]

This is the upper left element. The upper row times the lower row gives

\[
\tfrac12e^{-i\beta/2}-\tfrac12e^{i\beta/2}=-i\sin\tfrac{\beta}{2},
\]

and a further factor \(i^{-1}=-i\) turns this into \(-\sin\frac{\beta}{2}\), the upper right element. The angle enters through the exponentials alone; the rest is a fixed matrix of quarter turns and a power of \(i\). The same structure holds for every \(j\).

## A.2 Conventions and result

We set \(\hbar=1\). The states \(|jm\rangle\) are the standard eigenstates of \(J_z\), with

\[
J_\pm|jm\rangle=\sqrt{(j\mp m)(j\pm m+1)}\,|j,m\pm1\rangle,
\qquad J_\pm=J_x\pm iJ_y,
\]

and \(j\) is an integer or a half-integer. Rotations are active: \(e^{-i\beta J_y}\) turns the state by \(\beta\) about the y axis. We define

\[
d_{m'm}(\beta)=\langle jm'|e^{-i\beta J_y}|jm\rangle,
\qquad \Delta_{mk}=d_{mk}(\pi/2).
\]

For every real \(\beta\),

\[
\boxed{\,d_{m'm}(\beta)=i^{\,m-m'}\sum_{k=-j}^{j}\Delta_{m'k}\,\Delta_{mk}\,e^{-ik\beta}\,}
\tag{1}
\]

where \(k\) runs in unit steps. The summation index stands second in both factors; the phase depends on this placement.

A general rotation \(e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}\) has the elements \(e^{-im'\alpha}d_{m'm}(\beta)e^{-im\gamma}\), because z rotations are diagonal. The y rotation is thus the part that needs work, and (1) reduces it to a z rotation as well.

## A.3 Derivation

**Quarter turns of the axes.** Let \(f(\theta)=e^{i\theta J_x}J_ze^{-i\theta J_x}\) and \(g(\theta)=e^{i\theta J_x}J_ye^{-i\theta J_x}\). From \([J_x,J_z]=-iJ_y\) and \([J_x,J_y]=iJ_z\),

\[
f'=e^{i\theta J_x}\,i[J_x,J_z]\,e^{-i\theta J_x}=g,\qquad
g'=e^{i\theta J_x}\,i[J_x,J_y]\,e^{-i\theta J_x}=-f .
\]

With \(f(0)=J_z\) and \(g(0)=J_y\), the solution is \(f=J_z\cos\theta+J_y\sin\theta\). At \(\theta=\pi/2\),

\[
J_y=e^{i\pi J_x/2}\,J_z\,e^{-i\pi J_x/2}.
\tag{2}
\]

In the same way, \(i[J_z,J_y]=J_x\) and \(i[J_z,J_x]=-J_y\) give

\[
e^{i\theta J_z}J_ye^{-i\theta J_z}=J_y\cos\theta+J_x\sin\theta .
\tag{3}
\]

**The factorization.** A similarity transformation passes through an exponential, so (2) gives

\[
e^{-i\beta J_y}=e^{i\pi J_x/2}\,e^{-i\beta J_z}\,e^{-i\pi J_x/2}.
\]

The x turns are removed with (3) at \(\theta=\pi/2\). Writing \(Z=e^{i\pi J_z/2}\), we have \(J_x=ZJ_yZ^{-1}\), hence \(e^{\pm i\pi J_x/2}=Ze^{\pm i\pi J_y/2}Z^{-1}\), and

\[
e^{-i\beta J_y}=Z\,e^{i\pi J_y/2}\,\bigl(Z^{-1}e^{-i\beta J_z}Z\bigr)\,e^{-i\pi J_y/2}\,Z^{-1}.
\]

All factors in the bracket are functions of \(J_z\) and commute, so the bracket equals \(e^{-i\beta J_z}\):

\[
e^{-i\beta J_y}=e^{i\pi J_z/2}\,e^{i\pi J_y/2}\,e^{-i\beta J_z}\,e^{-i\pi J_y/2}\,e^{-i\pi J_z/2}.
\tag{4}
\]

Read from right to left, fixed turns bring the y axis onto the z axis, the rotation by \(\beta\) is done there as a set of phases, and the fixed turns are undone.

**Matrix elements.** The outer factors of (4) give \(e^{i\pi m'/2}e^{-i\pi m/2}=i^{\,m'-m}\). The difference \(m'-m\) is an integer even for half-integer \(j\), so this power is unambiguous. Inserting a complete set \(|jk\rangle\) around \(e^{-i\beta J_z}\),

\[
d_{m'm}(\beta)=i^{\,m'-m}\sum_k d_{m'k}(-\tfrac{\pi}{2})\,e^{-ik\beta}\,d_{km}(\tfrac{\pi}{2}).
\tag{5}
\]

**Two symmetries.** Since \(-iJ_y=-\frac12(J_+-J_-)\) is a real antisymmetric matrix, its exponential \(d(\beta)\) is real and orthogonal, and its transpose is its inverse:

\[
d_{mk}(-\beta)=d_{km}(\beta).
\tag{6}
\]

Next, (3) at \(\theta=\pi\) reads \(e^{i\pi J_z}J_ye^{-i\pi J_z}=-J_y\). Exponentiating and taking matrix elements gives

\[
d_{mk}(-\beta)=(-1)^{m-k}d_{mk}(\beta).
\tag{7}
\]

By (6), the first factor in (5) is \(\Delta_{km'}\), so

\[
d_{m'm}(\beta)=i^{\,m'-m}\sum_k\Delta_{km'}\Delta_{km}e^{-ik\beta}.
\tag{8}
\]

This is already a valid formula, with \(k\) first in both factors. To move \(k\) to the second place, combine (6) and (7) at \(\pi/2\) into \(\Delta_{km}=(-1)^{k-m}\Delta_{mk}\). The two signs multiply to

\[
(-1)^{(k-m')+(k-m)}=(-1)^{(m'-m)+2(k-m')}=(-1)^{m'-m},
\]

because \(k-m'\) is an integer. The sign does not depend on \(k\) and leaves the sum. Finally \(i^{\,m'-m}(-1)^{m'-m}=i^{\,m'-m}\,i^{-2(m'-m)}=i^{\,m-m'}\), which proves (1).

## A.4 Two errors of phase and placement

If \(k\) stands second in both factors but the phase of (8) is used, the result is (1) times \((-1)^{m'-m}\). By (7) this is \(d_{m'm}(-\beta)\). The matrix is still orthogonal and equals the unit matrix at \(\beta=0\), so neither property reveals the mistake: it rotates the wrong way.

If the quarter turns are combined as an ordinary matrix product, \(\Delta_{m'k}\Delta_{km}\), a sign that depends on \(k\) remains. With \((-1)^{k-m}=e^{-i\pi(k-m)}\),

\[
i^{\,m-m'}\sum_k\Delta_{m'k}\Delta_{km}e^{-ik\beta}
=e^{i\pi m}\,i^{\,m-m'}\sum_k\Delta_{m'k}\Delta_{mk}e^{-ik(\beta+\pi)}
=e^{i\pi m}d_{m'm}(\beta+\pi).
\tag{9}
\]

Two quarter turns in the same sense add up to a half turn, whereas (4) contains two opposite ones. For \(j>0\) this error does show at \(\beta=0\), where the result is not the unit matrix.

A code that uses passive rotations, or \(e^{+i\beta J_y}\), needs \(d(-\beta)\), which is the transpose of (1).

## A.5 Real form

Let \(n=m-m'\) and \(A_k=\Delta_{m'k}\Delta_{mk}\). Since \(d\) is real, (1) equals its complex conjugate:

\[
i^{\,n}\sum_kA_ke^{-ik\beta}=i^{-n}\sum_kA_ke^{ik\beta}=i^{-n}\sum_kA_{-k}e^{-ik\beta}.
\]

The exponentials with different \(k\) are linearly independent, so \(A_{-k}=i^{2n}A_k=(-1)^nA_k\). For even \(n\) the sine parts cancel in pairs. For odd \(n\) the cosine parts cancel, and the factor left over is \(i^{\,n}(-i)=i^{\,n-1}\). Therefore

\[
d_{m'm}(\beta)=
\begin{cases}
(-1)^{n/2}\displaystyle\sum_kA_k\cos k\beta, & n\ \text{even},\\[8pt]
(-1)^{(n-1)/2}\displaystyle\sum_kA_k\sin k\beta, & n\ \text{odd}.
\end{cases}
\tag{10}
\]

The sums still run over positive and negative \(k\). An implementation may keep \(k>0\), double those terms, and add the \(k=0\) term once when \(j\) is an integer.

For integer \(j\) all \(k\) are integers and \(d(\beta+2\pi)=d(\beta)\). For half-integer \(j\) every exponential changes sign after \(2\pi\), so \(d(\beta+2\pi)=-d(\beta)\). An angle may thus be reduced modulo \(4\pi\) in all cases, but modulo \(2\pi\) for integer \(j\) only.

## A.6 Computing the quarter-turn matrix

**Recurrence.** The commutators \(-i[J_y,J_z]=J_x\) and \(-i[J_y,J_x]=-J_z\) give, as in A.3,

\[
e^{-i\theta J_y}J_ze^{i\theta J_y}=J_z\cos\theta+J_x\sin\theta .
\]

With \(R=e^{-i\pi J_y/2}\) this becomes \(RJ_zR^{-1}=J_x\), so \(J_xR|jk\rangle=RJ_z|jk\rangle=kR|jk\rangle\). Column \(k\) of \(\Delta\) is the eigenvector of \(J_x\) with eigenvalue \(k\). Projecting on \(\langle jm|\), with \(J_x=\frac12(J_++J_-)\), gives

\[
2k\Delta_{mk}=\sqrt{(j-m)(j+m+1)}\,\Delta_{m+1,k}+\sqrt{(j+m)(j-m+1)}\,\Delta_{m-1,k}.
\tag{11}
\]

At \(m=-j\) the last term vanishes, so one edge value fixes the whole column.

**Edge values.** Represent \(|jm\rangle\) by the polynomial

\[
\frac{u^{j+m}v^{j-m}}{\sqrt{(j+m)!\,(j-m)!}},\qquad J_+=u\,\partial_v,\quad J_-=v\,\partial_u .
\]

Acting with \(u\partial_v\) produces the factor \(j-m\) and raises \(m\) by one. After normalization the factor is \(\sqrt{(j-m)(j+m+1)}\), as required; \(J_-\) follows by exchanging \(u\) and \(v\). The generator is \(G=-iJ_y=\frac12(v\partial_u-u\partial_v)\). Put \(C=\cos\frac{\beta}{2}\), \(S=\sin\frac{\beta}{2}\) and

\[
u_\beta=uC+vS,\qquad v_\beta=-uS+vC .
\]

Then \(du_\beta/d\beta=\frac12v_\beta\) and \(dv_\beta/d\beta=-\frac12u_\beta\). By the chain rule, the derivative of \(F(u_\beta,v_\beta)\) is \(GF\) evaluated at \((u_\beta,v_\beta)\). The substitution therefore obeys the differential equation of \(e^{\beta G}\) and equals the unit operator at \(\beta=0\), so it is the rotation. Column \(k\) of \(d(\beta)\) is contained in

\[
\frac{(uC+vS)^{j+k}(-uS+vC)^{j-k}}{\sqrt{(j+k)!\,(j-k)!}} .
\tag{12}
\]

The coefficient of \(v^{2j}\) in the product is \(S^{j+k}C^{j-k}\), and that of \(u^{2j}\) is \(C^{j+k}(-S)^{j-k}\). The basis polynomials at \(m=\mp j\) carry \(1/\sqrt{(2j)!}\), so each coefficient is multiplied by \(\sqrt{(2j)!}\). At \(\beta=\pi/2\), where \(C=S=2^{-1/2}\),

\[
\Delta_{-j,k}=2^{-j}\sqrt{\binom{2j}{j+k}},\qquad
\Delta_{j,k}=(-1)^{j-k}\Delta_{-j,k}.
\tag{13}
\]

**Reflection.** Replacing \(m\) by \(-m\) exchanges the two square roots in (11). The reflected column thus solves the same recurrence and is proportional to the original one. The ratio follows from (13):

\[
\Delta_{-m,k}=(-1)^{j-k}\Delta_{mk}.
\tag{14}
\]

**Direction.** Start at \(m=-j\), run (11) up to the middle of the column, and fill the rest with (14). Let \(b_m=\sqrt{(j-m)(j+m+1)}\). While \(2|k|\ge b_m+b_{m-1}\) and \(|\Delta_{mk}|\ge|\Delta_{m-1,k}|\), (11) gives

\[
b_m|\Delta_{m+1,k}|\ge2|k||\Delta_{mk}|-b_{m-1}|\Delta_{m-1,k}|\ge b_m|\Delta_{mk}| ,
\]

so the column does not decrease inward in this region. Run outward there, the recurrence would have to form small numbers as differences of larger ones. In double precision at \(j=80\), the inward procedure gives a \(\Delta\) for which no element of \(\Delta\Delta^{T}\) departs from the unit matrix by more than \(2.2\times10^{-15}\).

**Range.** The largest binomial in (13) is at least \(4^j/(2j+1)\), since the \(2j+1\) binomials add up to \(4^j\). It overflows double precision for \(j\) somewhat above 512. The smallest edge value, \(2^{-j}\), leaves the normal range above \(j=1022\). Logarithms avoid the first problem but cost accuracy, because the rounding errors of large logarithms become relative errors of the edge values: with double-precision log-gamma these reach about \(10^{-12}\) at \(j=600\). Forming (13) in exact or extended arithmetic and rounding once avoids this loss. The second problem needs a scaled recurrence.

## A.7 Worked elements

Take \(j=2\), \(m'=2\), \(m=1\) and \(\beta=50^\circ=0.872665\) rad.

Column \(k=1\) starts with \(\Delta_{-2,1}=\frac14\sqrt4=\frac12\). At \(m=-2\), (11) reads \(2\cdot\frac12=2\Delta_{-1,1}\), so \(\Delta_{-1,1}=\frac12\). The reflection sign is \((-1)^{2-1}=-1\), hence \(\Delta_{2,1}=\Delta_{1,1}=-\frac12\). The other columns follow in the same way:

| \(k\) | \(\Delta_{2k}\) | \(\Delta_{1k}\) | \(A_k\) |
|---:|---:|---:|---:|
| 2 | 0.250 | 0.500 | 0.125 |
| 1 | −0.500 | −0.500 | 0.250 |
| 0 | 0.612 | 0 | 0 |
| −1 | −0.500 | 0.500 | −0.250 |
| −2 | 0.250 | −0.500 | −0.125 |

Here \(n=-1\), and the products are odd in \(k\), as A.5 requires. The sum in (1) before the phase is

\[
-2i\,(0.250\sin\beta+0.125\sin2\beta)=-0.629224\,i .
\]

The phase is \(i^{-1}=-i\), and \((-i)(-0.629224\,i)=-0.629224\). With \(\sin2\beta=2\sin\beta\cos\beta\) the element has the closed form

\[
d_{21}(\beta)=-\tfrac12\sin\beta-\tfrac14\sin2\beta=-\tfrac12\sin\beta\,(1+\cos\beta).
\]

The phase \(i^{\,m'-m}=i\) would give \(+0.629224\), the element for \(-50^\circ\). The product \(\Delta_{2k}\Delta_{k1}\) would give \(-0.136820\), which by (9) is \(-d_{21}(230^\circ)\).

For \(j=\frac32\) and \(m'=m=\frac12\), the products are \(A_{\pm3/2}=0.375\) and \(A_{\pm1/2}=0.125\). With \(n=0\), (10) gives

\[
d_{\frac12\frac12}(\beta)=0.75\cos\tfrac{3\beta}{2}+0.25\cos\tfrac{\beta}{2}=0.420691
\]

at \(50^\circ\), and \(-0.420691\) at \(410^\circ\).

## A.8 Rounding errors at large j

Expanding (12) with \(k\) replaced by \(m\) gives Wigner's explicit sum. Take \(v\) from \(s\) of the first \(j+m\) factors and \(u\) from \(q\) of the remaining \(j-m\). The power of \(u\) must be \(j+m'\), so \(q=m'-m+s\), and

\[
d_{m'm}=\sum_s\frac{(-1)^q\sqrt{(j+m')!(j-m')!(j+m)!(j-m)!}}{(j+m-s)!\,s!\,q!\,(j-m'-s)!}\,C^{2j-s-q}S^{s+q},
\]

where \(s\) takes all values for which no factorial has a negative argument. For \(m'=m=0\) this becomes

\[
d_{00}=\sum_{s=0}^{j}(-1)^sa_s^2,\qquad a_s=\binom js C^{j-s}S^s .
\]

For \(0<\beta<\pi\) all \(a_s\) are positive and add up to \((C+S)^j\). The largest is at least the average, and \((C+S)^2=1+\sin\beta\), so

\[
\frac{(1+\sin\beta)^j}{(j+1)^2}\le\max_sa_s^2\le(1+\sin\beta)^j .
\]

The largest term grows exponentially with \(j\) at fixed \(\beta\), while \(|d_{00}|\le1\). The terms must cancel, and their rounding errors remain.

In (1), the rows of \(\Delta\) have unit length, and the Cauchy–Schwarz inequality gives

\[
\sum_k|\Delta_{m'k}\Delta_{mk}|\le\Bigl(\sum_k\Delta_{m'k}^2\Bigr)^{1/2}\Bigl(\sum_k\Delta_{mk}^2\Bigr)^{1/2}=1 .
\]

No large terms can occur. This bounds the amplification in the sum; the accuracy of the result also requires an accurate \(\Delta\).

The table shows \(d_{00}\) at \(50^\circ\). The reference is Wigner's sum in 80-digit arithmetic. For the column "Wigner", the same terms were rounded to double precision and then added in double precision. The column "Fourier" is (1) in double precision, with \(\Delta\) from A.6. Both columns give absolute errors.

| \(j\) | \(d_{00}\) | largest term | Wigner | Fourier |
|---:|---:|---:|---:|---:|
| 10 | −0.1381 | 2.1e1 | 2.1e−15 | 3.9e−16 |
| 20 | −0.0360 | 3.1e3 | 8.7e−14 | 1.5e−16 |
| 40 | −0.1432 | 1.3e8 | 6.2e−9 | 1.2e−15 |
| 60 | −0.0202 | 8.0e12 | 2.7e−4 | 1.1e−15 |
| 80 | 0.0955 | 5.2e17 | 4.4e1 | 1.4e−16 |

Double precision rounds a number with a relative error of up to about \(10^{-16}\). At \(j=80\) a term of size \(5.2\times10^{17}\) can thus carry an absolute error of some tens, and the explicit sum has no correct digit. The Fourier errors in the table stay near \(10^{-15}\) or below; at other angles they can be several times larger, up to about \(10^{-14}\) at \(j=80\) for \(\beta\) up to \(4\pi\). They are absolute errors: an element that is itself far smaller than \(10^{-15}\) may have no correct digits in (1), because it arises there by cancellation among much larger terms. Where such elements matter in relative terms, another method or higher precision is needed.

## A.9 Implementation notes

1. Compute \(\Delta\) once for each \(j\) and store it. It does not depend on the angle.
2. Index rows and columns by the integers \(j+m\), so that half-integer \(j\) needs no separate code. The values \(k\) in the exponentials remain half-integers.
3. Take \(i^{\,m-m'}\) from the list \(1,i,-1,-i\), using \(m-m'\) modulo 4. This avoids rounding in a complex power.
4. For a full matrix, multiply column \(k\) of \(\Delta\) by \(e^{-ik\beta}\), multiply the result by \(\Delta^{T}\), and apply the phases element by element. A single element costs \(2j+1\) terms.
5. For the derivative with respect to \(\beta\), multiply each term of (1) by \(-ik\). The coefficients are unchanged.
6. A relative rounding error in \(k\beta\) becomes an absolute phase error proportional to \(|k\beta|\). Reducing a large angle modulo \(4\pi\) helps only if \(\beta\) is given exactly and the reduction is exact, for example modulo 720 in degrees or with \(4\pi\) carried in extra precision. Subtracting \(N\) copies of a rounded \(4\pi\) leaves \(N\) times its rounding error, which after multiplication by \(k\) is again proportional to \(|k\beta|\).
